# Axial strain sharing in a coherent core-shell wire: test program

```python
"""Axial strain sharing in a coherent core-shell wire.

Result under test (equal axial Poisson ratios, first order in mismatch f):
    strain_core  =  f * Es*As / (Ec*Ac + Es*As)
    strain_shell = -f * Ec*Ac / (Ec*Ac + Es*As)
f = (a_shell - a_core)/a_core; E = Young's modulus along the wire; A = area.
Strains are elastic strains, each from the material's own lattice.
The independent side is a finite-element energy minimum for the cross-section,
with displacements (ux, uy, uz)(x, y) and a free uniform axial strain.
Units: nm, GPa; hence GPa*nm = N/m and GPa*nm^2 = nN.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

AXIS_001 = np.eye(3)
AXIS_111 = np.array([[1, -1, 0] / np.sqrt(2), [1, 1, -2] / np.sqrt(6),
                     [1, 1, 1] / np.sqrt(3)])
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def cubic_stiffness(c11, c12, c44, axes=AXIS_001):
    """6x6 stiffness in wire coordinates; rows of axes are x, y, z."""
    d = np.eye(3)
    tensor = (c12 * np.einsum('ij,kl->ijkl', d, d)
              + c44 * (np.einsum('ik,jl->ijkl', d, d)
                       + np.einsum('il,jk->ijkl', d, d))
              + (c11 - c12 - 2 * c44)
              * np.einsum('im,jm,km,lm->ijkl', axes, axes, axes, axes))
    return np.array([[tensor[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])


def isotropic_stiffness(young, nu):
    c12 = young * nu / ((1 + nu) * (1 - 2 * nu))
    c44 = young / (2 * (1 + nu))
    return cubic_stiffness(c12 + 2 * c44, c12, c44)


def axial_constants(stiffness):
    """Young's modulus and Poisson ratio for stress along the wire."""
    s = np.linalg.inv(stiffness)
    assert abs(s[2, 0] - s[2, 1]) < 1e-10 * s[2, 2]
    return 1 / s[2, 2], -s[2, 0] / s[2, 2]


def make_mesh(r_core, r_wire, bump, fold, n_core=8, n_shell=16, n_ang=64):
    angle = 2 * np.pi * np.arange(n_ang) / n_ang
    edge = r_core * (1 + bump * np.cos(fold * angle))
    rings = [edge * k / n_core for k in range(1, n_core + 1)]
    rings += [edge + (r_wire - edge) * k / n_shell
              for k in range(1, n_shell + 1)]
    points = [np.zeros((1, 2))]
    points += [np.column_stack([r * np.cos(angle), r * np.sin(angle)])
               for r in rings]
    j = np.arange(n_ang)
    nxt = (j + 1) % n_ang
    triangles = [np.column_stack([0 * j, 1 + j, 1 + nxt])]
    in_core = [np.ones(n_ang, bool)]
    for k in range(len(rings) - 1):
        a, b = 1 + k * n_ang + j, 1 + k * n_ang + nxt
        triangles += [np.column_stack([a, a + n_ang, b + n_ang]),
                      np.column_stack([a, b + n_ang, b])]
        in_core.append(np.full(2 * n_ang, k < n_core - 1))
    first = 1 + (len(rings) - 1) * n_ang
    return (np.vstack(points), np.vstack(triangles), np.concatenate(in_core),
            first + j, first + nxt)


def solve_wire(c_core, c_shell, misfit, r_core, r_wire,
               bump=0.0, fold=4, surface_stress=0.0):
    xy, tri, core, edge_a, edge_b = make_mesh(r_core, r_wire, bump, fold)
    x, y = xy[tri, 0], xy[tri, 1]
    area = 0.5 * ((x[:, 1] - x[:, 0]) * (y[:, 2] - y[:, 0])
                  - (x[:, 2] - x[:, 0]) * (y[:, 1] - y[:, 0]))
    assert area.min() > 0
    b = np.zeros((len(tri), 6, 10))
    for i in range(3):
        p, q = (i + 1) % 3, (i + 2) % 3
        gx = (y[:, p] - y[:, q]) / (2 * area)
        gy = (x[:, q] - x[:, p]) / (2 * area)
        b[:, 0, 3 * i] = b[:, 5, 3 * i + 1] = b[:, 4, 3 * i + 2] = gx
        b[:, 1, 3 * i + 1] = b[:, 5, 3 * i] = b[:, 3, 3 * i + 2] = gy
    b[:, 2, 9] = 1.0
    c = np.where(core[:, None, None], c_core, c_shell)
    free_strain = np.where(core[:, None], 0.0,
                           misfit * np.array([1, 1, 1, 0, 0, 0]))
    bt_c = np.matmul(b.transpose(0, 2, 1), c) * area[:, None, None]
    k_el = np.matmul(bt_c, b)
    f_el = np.einsum('tij,tj->ti', bt_c, free_strain)
    n = 3 * len(xy)
    dof = np.column_stack([3 * tri[:, i] + m for i in range(3)
                           for m in range(3)] + [np.full(len(tri), n)])
    rows, cols = np.repeat(dof, 10, axis=1), np.tile(dof, (1, 10))
    k = coo_matrix((k_el.reshape(len(tri), -1).ravel(),
                    (rows.ravel(), cols.ravel())), shape=(n + 1, n + 1)).tocsc()
    load = np.bincount(dof.ravel(), f_el.ravel(), minlength=n + 1)
    side = xy[edge_b] - xy[edge_a]
    length = np.linalg.norm(side, axis=1)
    for m in range(2):
        pull = surface_stress * side[:, m] / length
        np.add.at(load, 3 * edge_a + m, pull)
        np.add.at(load, 3 * edge_b + m, -pull)
    load[n] -= surface_stress * length.sum()
    keep = np.setdiff1d(np.arange(n), [0, 1, 2, 4])  # remove rigid motions
    coupling = k[:, n].toarray().ravel()
    sol = splu(k[keep][:, keep].tocsc()).solve(
        np.column_stack([load[keep], coupling[keep]]))
    axial = ((load[n] - coupling[keep] @ sol[:, 0])
             / (coupling[n] - coupling[keep] @ sol[:, 1]))
    u = np.zeros(n + 1)
    u[keep] = sol[:, 0] - axial * sol[:, 1]
    u[n] = axial
    strain = np.einsum('tij,tj->ti', b, u[dof]) - free_strain
    stress = np.einsum('tij,tj->ti', c, strain)
    a_c, a_s = area[core].sum(), area[~core].sum()
    return dict(axial=axial, area_core=a_c, area_shell=a_s,
                perimeter=length.sum(),
                strain_core=area[core] @ strain[core] / a_c,
                strain_shell=area[~core] @ strain[~core] / a_s,
                stress_core=area[core] @ stress[core] / a_c,
                force=area @ stress)


def shared_strain(f, e_c, area_c, e_s, area_s):
    total = e_c * area_c + e_s * area_s
    return f * e_s * area_s / total, -f * e_c * area_c / total


# Equal Poisson ratios, different moduli, non-circular cores, two cubic axes.
rule_errors = []
cases = [(cubic_stiffness(160, 60, 80), cubic_stiffness(96, 36, 30), 4),
         (cubic_stiffness(160, 60, 80, AXIS_111),
          cubic_stiffness(96, 36, 48, AXIS_111), 6)]
for c1, c2, fold in cases:
    (e1, n1), (e2, n2) = axial_constants(c1), axial_constants(c2)
    assert abs(n1 - n2) < 1e-10
    w = solve_wire(c1, c2, 0.01, 5, 8, bump=0.12, fold=fold)
    want = shared_strain(0.01, e1, w['area_core'], e2, w['area_shell'])
    got = (w['strain_core'][2], w['strain_shell'][2])
    rule_errors.append(max(abs(g / v - 1) for g, v in zip(got, want)))
    in_plane = w['stress_core'][:2].sum() * w['area_core']
    assert abs(w['force'][:2].sum()) < 1e-8 * abs(in_plane)
    assert abs(w['force'][2]) < 1e-8 * abs(in_plane)
    loaded = solve_wire(c1, c2, 0.01, 5, 8, 0.12, fold, surface_stress=1.0)
    shift = -loaded['perimeter'] * (1 - n1) / (
        e1 * w['area_core'] + e2 * w['area_shell'])
    assert abs((loaded['axial'] - w['axial']) / shift - 1) < 1e-6
assert max(rule_errors) < 1e-8

# Strongly different Poisson ratios: simple rule fails, corrected rule holds.
nu_a, nu_b = 0.10, 0.40
w = solve_wire(isotropic_stiffness(100, nu_a), isotropic_stiffness(100, nu_b),
               0.01, 5, 10)
simple = shared_strain(0.01, 100, w['area_core'], 100, w['area_shell'])[0]
corrected = simple - ((nu_a - nu_b) * w['area_core']
                      * w['stress_core'][:2].sum()
                      / (100 * (w['area_core'] + w['area_shell'])))
contrast_error = simple / w['axial'] - 1
assert abs(contrast_error) > 0.03
assert abs(corrected / w['axial'] - 1) < 1e-8

# Circular isotropic wire with equal constants; 1% allows for the mesh.
nu0, e0, f0 = 0.25, 100.0, 0.01
w = solve_wire(isotropic_stiffness(e0, nu0), isotropic_stiffness(e0, nu0),
               f0, 5, 10)
s0 = 1 - (5 / 10) ** 2
assert abs(w['stress_core'][2] / (e0 * f0 * s0 / (1 - nu0)) - 1) < 0.01
for m in range(2):
    assert abs(w['stress_core'][m] / (e0 * f0 * s0 / (2 * (1 - nu0))) - 1) < 0.01
    assert abs(w['strain_core'][m]
               - f0 * s0 * (0.5 - nu0 / (1 - nu0))) < 0.01 * f0

# Worked example: Si core, Si(1-x)Ge(x) shell, [001] axis; rough inputs.
ge_fraction = 0.30
a_si, a_ge = 0.543, 0.566
moduli_si, moduli_ge = np.array([166., 64., 80.]), np.array([129., 48., 67.])
r_core, shell = 5.0, 5.0
a_shell = a_si + ge_fraction * (a_ge - a_si)
c_core = cubic_stiffness(*moduli_si)
c_shell = cubic_stiffness(*(moduli_si + ge_fraction * (moduli_ge - moduli_si)))
(e_c, nu_c), (e_s, nu_s) = axial_constants(c_core), axial_constants(c_shell)
f = a_shell / a_si - 1
area_c = np.pi * r_core ** 2
area_s = np.pi * (r_core + shell) ** 2 - area_c
eps_c, eps_s = shared_strain(f, e_c, area_c, e_s, area_s)

# Common lattice period from the force balance without expanding in f.
period = brentq(lambda a: e_c * area_c * (a / a_si - 1)
                + e_s * area_s * (a / a_shell - 1), a_si, a_shell, xtol=1e-15)
closed_period = ((e_c * area_c + e_s * area_s)
                 / (e_c * area_c / a_si + e_s * area_s / a_shell))
assert abs(period / closed_period - 1) < 1e-11
eps_c_finite = period / a_si - 1
assert abs(eps_c_finite / eps_c - 1) < 2 * abs(f)

full = solve_wire(c_core, c_shell, f, r_core, r_core + shell)
poisson_error = eps_c / full['axial'] - 1
assert abs(poisson_error) < 0.01
transverse = full['strain_core'][:2].mean()
sigma = full['stress_core']

# Strain part of the conduction-valley splitting, E(z valleys) - E(x, y valleys).
xi_u = 9.0
split_full = 1e3 * xi_u * (full['axial'] - transverse)
split_uniaxial = 1e3 * xi_u * eps_c * (1 + nu_c)

# Surface stress and temperature.
tau = 1.0
with_surface = solve_wire(c_core, c_shell, f, r_core, r_core + shell,
                          surface_stress=tau)
surface_shift = with_surface['axial'] - full['axial']
expansion_difference, warming = 1.0e-6, 100.0
thermal_shift = eps_c / f * expansion_difference * warming

# Misfit loop around the core: only its axial Burgers component is costed.
b_axial, cutoff = a_si / 2, a_si / np.sqrt(2) / 4
shear = (moduli_si[0] - moduli_si[1] + 3 * moduli_si[2]) / 5
bulk = (moduli_si[0] + 2 * moduli_si[1]) / 3
nu_iso = (3 * bulk - 2 * shear) / (2 * (3 * bulk + shear))
to_ev = 1e-18 / constants.e
line_integral = 4 * np.pi * r_core ** 2 * quad(
    lambda t: np.cos(t) / np.sqrt(4 * r_core ** 2 * np.sin(t / 2) ** 2
                                  + cutoff ** 2),
    0, np.pi, points=[0.01, 0.1, 1.0], limit=200)[0]
loop_integral = (shear * b_axial ** 2 / (8 * np.pi * (1 - nu_iso))
                 * line_integral * to_ev)
loop_cost = (shear * b_axial ** 2 * r_core / (2 * (1 - nu_iso))
             * (np.log(8 * r_core / cutoff) - 2) * to_ev)
assert abs(loop_cost / loop_integral - 1) < 0.01
loop_gain = sigma[2] * area_c * b_axial * to_ev

print(f"Largest relative error of rule, equal Poisson: {max(rule_errors):.1e}")
print(f"Contrast test Poisson ratios core, shell: {nu_a:.2f}, {nu_b:.2f}")
print(f"Simple-rule error in contrast test: {100*contrast_error:.1f} %")
print(f"Core diameter: {2*r_core:.1f} nm; shell thickness: {shell:.1f} nm")
print(f"Ge fraction of shell: {ge_fraction:.2f}")
print(f"Rough lattice parameters Si, Ge: {a_si:.3f}, {a_ge:.3f} nm")
print("Rough Si c11, c12, c44: %.0f, %.0f, %.0f GPa" % tuple(moduli_si))
print("Rough Ge c11, c12, c44: %.0f, %.0f, %.0f GPa" % tuple(moduli_ge))
print(f"Shell lattice parameter: {a_shell:.4f} nm")
print(f"Mismatch f: {100*f:.3f} %")
print(f"Axial Young modulus core, shell: {e_c:.1f}, {e_s:.1f} GPa")
print(f"Axial Poisson ratio core, shell: {nu_c:.4f}, {nu_s:.4f}")
print(f"Area core, shell: {area_c:.2f}, {area_s:.2f} nm^2")
print(f"E*A core, shell: {e_c*area_c:.0f}, {e_s*area_s:.0f} nN")
print(f"Core axial strain, rule: {100*eps_c:.3f} %")
print(f"Shell axial strain, rule: {100*eps_s:.3f} %")
print(f"E*A*strain core, shell: {e_c*area_c*eps_c:.2f}, "
      f"{e_s*area_s*eps_s:.2f} nN")
for t in (1.0, 2.0, 5.0, 10.0):
    a_t = np.pi * ((r_core + t) ** 2 - r_core ** 2)
    ec_t, es_t = shared_strain(f, e_c, area_c, e_s, a_t)
    print(f"Shell {t:.0f} nm: core, shell strain {100*ec_t:.3f}, "
          f"{100*es_t:.3f} %")
print(f"Common axial lattice period: {period:.5f} nm")
print(f"Core strain with exact lattice condition: {100*eps_c_finite:.3f} %")
print(f"Core axial strain, finite elements: {100*full['axial']:.3f} %")
print(f"Rule error from Poisson difference: {100*poisson_error:.3f} %")
print(f"Core mean axial stress, finite elements: {sigma[2]:.3f} GPa")
print(f"Uniaxial guess E*strain for core: {e_c*eps_c:.3f} GPa")
print(f"Core mean transverse stress: {sigma[:2].mean():.3f} GPa")
print(f"Core mean transverse strain: {100*transverse:.3f} %")
print(f"Uniaxial guess for transverse strain: {-100*nu_c*eps_c:.3f} %")
print(f"Rough valley deformation potential: {xi_u:.1f} eV")
print(f"Valley splitting from full strain: {split_full:.1f} meV")
print(f"Valley splitting from uniaxial guess: {split_uniaxial:.1f} meV")
print(f"Rough surface stress: {tau:.1f} N/m")
print(f"Core strain shift from surface stress: {100*surface_shift:.3f} %")
print(f"Rough expansion difference: {expansion_difference:.1e} 1/K")
print(f"Core strain shift for {warming:.0f} K warming: "
      f"{100*thermal_shift:.4f} %")
print(f"Loop Burgers axial part, cutoff: {b_axial:.4f}, {cutoff:.4f} nm")
print(f"Loop isotropic shear modulus, Poisson ratio: {shear:.1f} GPa, "
      f"{nu_iso:.3f}")
print(f"Loop energy cost, rough: {loop_cost:.0f} eV")
print(f"Work gained by loop, rough: {loop_gain:.0f} eV")
print(f"Gain/cost ratio: {loop_gain/loop_cost:.2f}")
print("checks complete")
```

Running it gives:

```
Largest relative error of rule, equal Poisson: 1.2e-14
Contrast test Poisson ratios core, shell: 0.10, 0.40
Simple-rule error in contrast test: -7.6 %
Core diameter: 10.0 nm; shell thickness: 5.0 nm
Ge fraction of shell: 0.30
Rough lattice parameters Si, Ge: 0.543, 0.566 nm
Rough Si c11, c12, c44: 166, 64, 80 GPa
Rough Ge c11, c12, c44: 129, 48, 67 GPa
Shell lattice parameter: 0.5499 nm
Mismatch f: 1.271 %
Axial Young modulus core, shell: 130.4, 122.2 GPa
Axial Poisson ratio core, shell: 0.2783, 0.2765
Area core, shell: 78.54, 235.62 nm^2
E*A core, shell: 10240, 28784 nN
Core axial strain, rule: 0.937 %
Shell axial strain, rule: -0.333 %
E*A*strain core, shell: 95.98, -95.98 nN
Shell 1 nm: core, shell strain 0.371, -0.900 %
Shell 2 nm: core, shell strain 0.602, -0.669 %
Shell 5 nm: core, shell strain 0.937, -0.333 %
Shell 10 nm: core, shell strain 1.121, -0.150 %
Common axial lattice period: 0.54807 nm
Core strain with exact lattice condition: 0.934 %
Core axial strain, finite elements: 0.937 %
Rule error from Poisson difference: 0.071 %
Core mean axial stress, finite elements: 1.748 GPa
Uniaxial guess E*strain for core: 1.222 GPa
Core mean transverse stress: 0.946 GPa
Core mean transverse strain: 0.151 %
Uniaxial guess for transverse strain: -0.261 %
Rough valley deformation potential: 9.0 eV
Valley splitting from full strain: 70.7 meV
Valley splitting from uniaxial guess: 107.8 meV
Rough surface stress: 1.0 N/m
Core strain shift from surface stress: -0.117 %
Rough expansion difference: 1.0e-06 1/K
Core strain shift for 100 K warming: 0.0074 %
Loop Burgers axial part, cutoff: 0.2715, 0.0960 nm
Loop isotropic shear modulus, Poisson ratio: 68.4 GPa, 0.217
Loop energy cost, rough: 405 eV
Work gained by loop, rough: 233 eV
Gain/cost ratio: 0.57
checks complete
```
